# Why a fluorescence line centre is not exactly a level difference: test program

```python
"""Line centre versus level difference for S1/2 -> P1/2, P3/2 -> S1/2.

Result under test: for weak linearly polarized light and detection at angle
theta to the laser polarization, the P1/2 peak is displaced from the level
difference by P2(cos theta) * Gamma^2 / (4 Delta).
Gamma: common width; Delta: level spacing; gamma = Gamma/2.
Dimensionless variables: x = (omega - omega_half)/gamma, d = Delta/gamma.
c2 = cos(theta)^2. All final spins and photon polarizations are counted.
Example: charge-1 one-electron atom, fixed spinless point nucleus.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, least_squares

mp.mp.dps = 30


def profile(x, c2, d):
    """Derived detected signal in units of 1/gamma^2."""
    a1 = 1 / (-x - 1j)
    a3 = 1 / (d - x - 1j)
    return ((1 - c2) * abs(a1 + 2 * a3)**2
            + (1 + c2) * abs(a3 - a1)**2) / 9


def peak_offset(c2, d, level=0.0):
    """Numerical maximum relative to the chosen level, in units of gamma."""
    def slope(t):
        return mp.diff(lambda s: profile(s + mp.mpf(level), c2, mp.mpf(d)), t)
    return float(mp.findroot(slope, (mp.mpf('-0.1'), mp.mpf('0.1'))))


def legendre2(c2):
    return (3 * c2 - 1) / 2


# Explicit states: orbital (s, x, y, z) times spin (up, down).
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k] = 1
    levi[i, k, j] = -1
spin_orbit = sum(np.kron(-1j * levi[k], pauli[k] / 2) for k in range(3))
eigenvalues, vectors = np.linalg.eigh(spin_orbit)
assert np.allclose(eigenvalues, [-1, -1, 0.5, 0.5, 0.5, 0.5])
proj_half = np.zeros((8, 8), complex)
proj_three = np.zeros((8, 8), complex)
proj_half[2:, 2:] = vectors[:, :2] @ vectors[:, :2].conj().T
proj_three[2:, 2:] = vectors[:, 2:] @ vectors[:, 2:].conj().T
lower = []
for i in range(3):
    orbital = np.zeros((4, 4))
    orbital[0, i + 1] = 1
    lower.append(np.kron(orbital, np.eye(2)).astype(complex))


def detectors(theta):
    """Lowering operators for the two polarizations seen at theta."""
    return [np.cos(theta) * lower[0] - np.sin(theta) * lower[2], lower[1]]


def resolvent(x, d):
    return proj_half / (-x - 1j) + proj_three / (d - x - 1j)


def sublevel_signal(x, theta, d):
    excited = resolvent(x, d) @ lower[2].conj().T
    return sum(np.sum(abs(op @ excited)**2) for op in detectors(theta)) / 2


def steady_state(x, d, rabi):
    """Master-equation steady state; rates in units of gamma, Gamma = 2."""
    one = np.eye(8)
    ham = (-x * (proj_half + proj_three) + d * proj_three
           + rabi / 2 * (lower[2] + lower[2].conj().T))
    liou = -1j * (np.kron(ham, one) - np.kron(one, ham.T))
    for op in lower:
        number = op.conj().T @ op
        liou += 2 * (np.kron(op, op.conj())
                     - 0.5 * np.kron(number, one)
                     - 0.5 * np.kron(one, number.T))
    liou[0] = one.reshape(-1)
    rhs = np.zeros(64, complex)
    rhs[0] = 1
    return np.linalg.solve(liou, rhs).reshape(8, 8)


# Angular weights and full weak-drive profile, with a small spacing so that
# interference is large. Saturation limits the master-equation agreement.
d_test, rabi = 10.0, 0.02
worst_master = 0.0
for x in [-2.0, 0.6, 5.0, 9.6, 14.0]:
    rho = steady_state(x, d_test, rabi)
    for theta in np.radians([0, 40, 90]):
        derived = profile(x, np.cos(theta)**2, d_test)
        assert np.isclose(sublevel_signal(x, theta, d_test), derived,
                          rtol=1e-11)
        counted = sum(np.trace(op @ rho @ op.conj().T).real
                      for op in detectors(theta)) / (rabi**2 / 4)
        worst_master = max(worst_master, abs(counted / derived - 1))
assert worst_master < 5e-4

# Full-sphere collection: interference cancels, as the optical theorem demands.
nodes, weights = np.polynomial.legendre.leggauss(12)
for x in [-1.0, 3.0, 8.0]:
    mean_signal = sum(w * sublevel_signal(x, np.arccos(u), d_test)
                      for u, w in zip(nodes, weights)) / 2
    forward = np.trace(lower[2] @ resolvent(x, d_test)
                       @ lower[2].conj().T) / 2
    assert np.isclose(mean_signal, 2 * forward.imag / 3, rtol=1e-11)
    no_cross = (2 / (x**2 + 1) + 4 / ((x - d_test)**2 + 1)) / 9
    assert np.isclose(mean_signal, no_cross, rtol=1e-11)

# Atomic input: Dirac spacing and nonrelativistic electric-dipole width.
alpha = const.fine_structure
rest_rate = const.m_e * const.c**2 / const.hbar


def dirac_rate(n, kappa):
    a = mp.mpf(alpha)
    effective = n - kappa + mp.sqrt(kappa**2 - a**2)
    return mp.mpf(rest_rate) / mp.sqrt(1 + (a / effective)**2)


spacing = float(dirac_rate(2, 2) - dirac_rate(2, 1))
assert np.isclose(spacing, alpha**4 * rest_rate / 32, rtol=3e-4)
radial = quad(lambda r: 2 * np.exp(-r) * r**3
              * r * np.exp(-r / 2) / (2 * np.sqrt(6)), 0, np.inf)[0]
omega0 = 3 * alpha**2 * rest_rate / 8
bohr = const.hbar / (const.m_e * const.c * alpha)
width = 4 * alpha * omega0**3 * (radial * bohr)**2 / (9 * const.c**2)
assert np.isclose(width, (2 / 3)**8 * alpha**5 * rest_rate, rtol=1e-8)
width_mhz = width / (2 * np.pi * 1e6)
spacing_mhz = spacing / (2 * np.pi * 1e6)
gamma_mhz = width_mhz / 2
d = spacing / (width / 2)

# Peak positions of both lines.
angles = [0.0, np.degrees(np.arccos(1 / np.sqrt(3))), 90.0]
peaks = []
for angle in [0.0, 30.0, 75.0, 90.0]:
    c2 = np.cos(np.radians(angle))**2
    assert np.isclose(peak_offset(c2, d), legendre2(c2) / d, rtol=1e-3)
    assert np.isclose(peak_offset(c2, d, d),
                      (1 - 3 * c2) / (5 - 3 * c2) / d, rtol=1e-3)
for angle in angles:
    c2 = 1 / 3 if angle == angles[1] else np.cos(np.radians(angle))**2
    peaks.append((angle, peak_offset(c2, d) * gamma_mhz,
                  peak_offset(c2, d, d) * gamma_mhz))
exact_peak = d_test / 2 - np.sqrt(d_test**2 / 4 - 1)
assert np.isclose(peak_offset(1.0, d_test), exact_peak, rtol=1e-10)
tail_pull = peak_offset(mp.mpf(1) / 3, d)
assert np.isclose(tail_pull, 2 / d**3, rtol=1e-3)

# Midpoint of the half-height chord at theta = 0.
top = float(profile(peak_offset(1.0, d), 1.0, d))
left = brentq(lambda x: profile(x, 1.0, d) - top / 2, -3, 0, xtol=1e-13)
right = brentq(lambda x: profile(x, 1.0, d) - top / 2, 0, 3, xtol=1e-13)
chord = (left + right) / 2
assert np.isclose(chord, 2 / d, rtol=0.01)


def fit(model, start, x, y):
    result = least_squares(lambda p: model(p, x) - y, start,
                           xtol=1e-12, ftol=1e-12, gtol=1e-12)
    assert result.success
    return result.x


def lorentz(p, x):
    return p[0] / ((x - p[1])**2 + p[2]**2) + p[3]


def lorentz_dispersive(p, x):
    return ((p[0] + p[4] * (x - p[1]))
            / ((x - p[1])**2 + p[2]**2) + p[3])


def two_lorentz(p, x):
    return (p[0] / ((x - p[1])**2 + p[2]**2)
            + p[3] / ((x - d - p[4])**2 + p[5]**2))


# Fits over +-10 gamma; the finite window changes the centre by under 1%.
grid = np.linspace(-10, 10, 2001)
fits = {}
for angle, c2 in [(0, 1.0), (90, 0.0)]:
    data = 4.5 * profile(grid, c2, d)
    fits[angle] = fit(lorentz, [1, 0, 1, 0], grid, data)[1]
    assert np.isclose(fits[angle], 2 * legendre2(c2) / d, rtol=0.01)
cured = fit(lorentz_dispersive, [1, 0, 1, 0, 0], grid,
            4.5 * profile(grid, 1.0, d))[1]
assert abs(cured) < 0.01 / d

# Fit the whole doublet by two independent Lorentzians at theta = 0.
wide = np.arange(-60, d + 60, 0.05)
double = fit(two_lorentz, [1, 0, 1, 1, 0, 1], wide,
             4.5 * profile(wide, 1.0, d))
split_error = double[4] - double[1]
assert np.isclose(split_error, -4 / d, rtol=0.02)

# Finite collection cone: average cos^2(theta) over its solid angle.


def cone_mean(axis, half_angle):
    low = np.cos(half_angle)
    u = (1 + low) / 2 + (1 - low) / 2 * nodes
    phi = np.arange(16) * 2 * np.pi / 16
    direction = (np.cos(axis) * u[:, None]
                 + np.sin(axis) * np.sqrt(1 - u[:, None]**2) * np.cos(phi))
    return np.sum(weights / 2 * np.mean(direction**2, axis=1))


cone = np.radians(30)
cone_factor = np.cos(cone) * (1 + np.cos(cone)) / 2
for axis in np.radians([0, 90]):
    shift = peak_offset(cone_mean(axis, cone), d)
    expected = legendre2(np.cos(axis)**2) * cone_factor / d
    assert np.isclose(shift, expected, rtol=1e-3)
cone_peak = peak_offset(cone_mean(0.0, cone), d)

print("Model: charge 1, fixed spinless point nucleus, Lyman-alpha")
print(f"Radial dipole integral: {radial:.5f} Bohr radii")
print(f"Decay rate Gamma: {width:.5e} s^-1")
print(f"Width Gamma/(2 pi): {width_mhz:.4f} MHz")
print(f"Spacing Delta/(2 pi): {spacing_mhz:.3f} MHz")
print(f"Ratio Delta/Gamma: {d / 2:.3f}")
print(f"Scale Gamma^2/(4 Delta): {width_mhz**2 / (4 * spacing_mhz):.5f} MHz")
print("Peak minus level difference, positive = higher frequency:")
for angle, half_shift, three_shift in peaks:
    print(f"  theta {angle:.2f} deg, P1/2 line: {half_shift:.6f} MHz")
    print(f"  theta {angle:.2f} deg, P3/2 line: {three_shift:.6f} MHz")
print(f"P1/2 peak shift / width, 0 deg: {peaks[0][1] / width_mhz:.6f}")
print(f"P1/2 half-height midpoint, 0 deg: {chord * gamma_mhz:.5f} MHz")
print("Fit window half-width: 10 gamma = 5 Gamma")
for angle, centre in fits.items():
    print(f"P1/2 Lorentzian centre, {angle} deg: {centre * gamma_mhz:.5f} MHz")
print(f"Centre with dispersive term, 0 deg: {cured * gamma_mhz * 1e6:.2f} Hz")
print(f"Two-Lorentzian splitting error: {split_error * gamma_mhz:.5f} MHz")
print(f"Gamma^2/Delta for comparison: {width_mhz**2 / spacing_mhz:.5f} MHz")
print(f"Cone half-angle: {np.degrees(cone):.1f} deg")
print(f"Cone reduction factor: {cone_factor:.5f}")
print(f"P1/2 peak, cone about 0 deg: {cone_peak * gamma_mhz:.5f} MHz")
print(f"4pi P1/2 tail pull: {tail_pull * gamma_mhz * 1e6:.3f} Hz")
omitted = width**2 / omega0 / (2 * np.pi)
print(f"Omitted-term scale Gamma^2/omega0: {omitted:.3f} Hz")
print(f"Master-equation test spacing: {d_test / 2:.1f} Gamma")
print(f"Master-equation test Rabi rate: {rabi / 2:.3f} Gamma")
print(f"Largest master-equation deviation: {worst_master:.2e} (relative)")
print("ALL CHECKS PASSED")
```

Printed output:

```
Model: charge 1, fixed spinless point nucleus, Lyman-alpha
Radial dipole integral: 1.29027 Bohr radii
Decay rate Gamma: 6.26832e+08 s^-1
Width Gamma/(2 pi): 99.7633 MHz
Spacing Delta/(2 pi): 10949.648 MHz
Ratio Delta/Gamma: 109.756
Scale Gamma^2/(4 Delta): 0.22724 MHz
Peak minus level difference, positive = higher frequency:
  theta 0.00 deg, P1/2 line: 0.227243 MHz
  theta 0.00 deg, P3/2 line: -0.227243 MHz
  theta 54.74 deg, P1/2 line: 0.000009 MHz
  theta 54.74 deg, P3/2 line: -0.000002 MHz
  theta 90.00 deg, P1/2 line: -0.113595 MHz
  theta 90.00 deg, P3/2 line: 0.045442 MHz
P1/2 peak shift / width, 0 deg: 0.002278
P1/2 half-height midpoint, 0 deg: 0.45453 MHz
Fit window half-width: 10 gamma = 5 Gamma
P1/2 Lorentzian centre, 0 deg: 0.45379 MHz
P1/2 Lorentzian centre, 90 deg: -0.22677 MHz
Centre with dispersive term, 0 deg: -392.53 Hz
Two-Lorentzian splitting error: -0.90908 MHz
Gamma^2/Delta for comparison: 0.90895 MHz
Cone half-angle: 30.0 deg
Cone reduction factor: 0.80801
P1/2 peak, cone about 0 deg: 0.18362 MHz
4pi P1/2 tail pull: 9.431 Hz
Omitted-term scale Gamma^2/omega0: 4.034 Hz
Master-equation test spacing: 5.0 Gamma
Master-equation test Rabi rate: 0.010 Gamma
Largest master-equation deviation: 1.13e-04 (relative)
ALL CHECKS PASSED
```
